# Twinning a <110> fcc nanowire into a <100> wire

## 1. The decision that hangs on the result

Before a tensile simulation of a $\langle110\rangle$ fcc nanowire is started, one must choose how far the grips will travel. If the wire deforms by twinning until its axis has become $\langle100\rangle$, the distance between the grips must grow by 41.4 % of the initial length. A run stopped at 20 % leaves the process about half done. A fully reoriented wire whose length is well away from this value has done something besides the twinning described here.

The claim has two parts. The wire becomes longer by the factor $\sqrt2$, and this factor is the largest principal stretch of the twinning shear, so no other material line in the crystal is stretched more.

**Assumptions.** Every $\{111\}$ layer of the gauge length is sheared once, all in the same twinning system, and there is no other slip. The lengths compared are those of the stress-free bulk lattice at one temperature. The wire axis is a material line: it follows the atoms. Sections 8 and 9 estimate what happens when these conditions are relaxed.

## 2. The twinning shear

Let $a$ be the edge of the cubic cell. Take the twin plane $(111)$ and the shear direction $[11\bar2]$, with unit vectors

$$\mathbf n=\frac{(1,1,1)}{\sqrt3},\qquad \mathbf m=\frac{(1,1,-2)}{\sqrt6},\qquad \mathbf m\cdot\mathbf n=0 .$$

The atoms lie on planes $x+y+z=ka$ with integer $k$, whose spacing is $d=a/\sqrt3$. In twinning, each layer slips over the one below by the partial vector

$$\mathbf b=\frac a6(1,1,-2),\qquad |\mathbf b|=\frac{a\sqrt6}{6}=\frac{a}{\sqrt6}.$$

The shear is the slip per layer divided by the spacing:

$$s=\frac{|\mathbf b|}{d}=\frac{a/\sqrt6}{a/\sqrt3}=\frac1{\sqrt2}.$$

The slips add up, so layer $k$ moves by $k\mathbf b$. Since $k=(x+y+z)/a$, an atom at $\mathbf x$ goes to

$$F\mathbf x=\mathbf x+\frac{x+y+z}{6}(1,1,-2),\qquad F=I+s\,\mathbf m\mathbf n^T .$$

The two forms agree because $s/(\sqrt6\sqrt3)=1/6$.

## 3. The sheared crystal is fcc again

Choose the lattice vectors

$$\mathbf v_1=\frac a2(1,1,0),\quad \mathbf v_2=\frac a2(1,-1,0),\quad \mathbf v_3=\frac a2(1,0,-1).$$

Their determinant is $(a^3/8)\cdot2=a^3/4$. This is the volume per atom, as a cube holds four atoms, so they form a primitive basis.

The vectors $\mathbf v_2$ and $\mathbf v_3$ lie in the twin plane and do not change. The vector $\mathbf v_1$ leads from one layer to the next, so it gains one $\mathbf b$:

$$F\mathbf v_1=\frac a6(3,3,0)+\frac a6(1,1,-2)=\frac a3(2,2,-1).$$

Now reflect in the twin plane, $R=I-2\mathbf n\mathbf n^T$. The components of $F\mathbf v_1$ sum to $a$, hence

$$RF\mathbf v_1=\frac a3(2,2,-1)-\frac{2a}{3}(1,1,1)=a(0,0,-1).$$

This is a lattice vector of the original crystal, and $R$ leaves $\mathbf v_2,\mathbf v_3$ alone. Thus $RF$ sends a primitive basis to three lattice vectors. Because $\det F=1+s\,\mathbf m\cdot\mathbf n=1$ and $|\det R|=1$, these again span a primitive cell. The sheared crystal is therefore the mirror image of the original, which is the twin.

The same line shows the reorientation: the direction $[110]$ has become a cube edge of the twin. The repeat distance along the wire has grown from $a/\sqrt2$ to $a$.

The sign of the shear matters. With $-\mathbf b$ one finds $\mathbf v_1-\mathbf b=(a/3)(1,1,1)$, of length $a/\sqrt3=0.577a$. This is less than the fcc neighbour distance $a/\sqrt2=0.707a$, so the reversed shear does not restore fcc.

## 4. Principal stretches of a simple shear

A unit vector $\mathbf t$ is stretched by $|F\mathbf t|=\sqrt{\mathbf t^TC\mathbf t}$, where

$$C=F^TF=I+s(\mathbf m\mathbf n^T+\mathbf n\mathbf m^T)+s^2\mathbf n\mathbf n^T .$$

The principal stretches are the square roots of the eigenvalues of $C$. The direction normal to both $\mathbf m$ and $\mathbf n$ has eigenvalue 1. In the plane of $\mathbf m$ and $\mathbf n$,

$$C=\begin{pmatrix}1&s\\ s&1+s^2\end{pmatrix},\qquad \det C=1,\qquad \operatorname{tr}C=2+s^2 .$$

The determinant makes the two eigenvalues $\lambda^2$ and $\lambda^{-2}$, with $\lambda>1$. The trace gives

$$\lambda^2+\lambda^{-2}=2+s^2\;\Rightarrow\;(\lambda-\lambda^{-1})^2=s^2\;\Rightarrow\;\lambda^2-s\lambda-1=0 .$$

The positive root is

$$\lambda=\frac s2+\sqrt{1+\frac{s^2}{4}} .$$

For $s=1/\sqrt2$ the root is $\sqrt{9/8}=3/(2\sqrt2)$, and

$$\lambda=\frac1{2\sqrt2}+\frac3{2\sqrt2}=\sqrt2 .$$

The principal stretches are $\sqrt2$, $1$ and $1/\sqrt2$.

For small $s$ the formula becomes $\lambda\approx1+s/2$. Used here, that limit would give 1.354 instead of 1.414. The twinning shear is too large for small-strain theory.

## 5. The wire axis is the direction of largest stretch

It remains to show that $[110]$ is the matching direction. Using $F^T\mathbf u=\mathbf u+\frac16(1,1,1)\,[\mathbf u\cdot(1,1,-2)]$,

$$F(1,1,0)=(1,1,0)+\tfrac26(1,1,-2)=\tfrac13(4,4,-2),$$

$$C(1,1,0)=\tfrac13(4,4,-2)+\tfrac46(1,1,1)=(2,2,0)=2\,(1,1,0).$$

For the cube direction across the wire,

$$F(0,0,1)=\tfrac16(1,1,4),\qquad C(0,0,1)=\tfrac16(1,1,4)-\tfrac16(1,1,1)=\tfrac12(0,0,1).$$

Finally $C(1,-1,0)=(1,-1,0)$, since this vector is normal to both $\mathbf n$ and $\mathbf m$. If $t_1,t_2,t_3$ are the components of a unit vector along $[110]$, $[1\bar10]$ and $[001]$, then

$$|F\mathbf t|^2=2t_1^2+t_2^2+\tfrac12t_3^2\le2 ,$$

with equality when $\mathbf t$ lies along $\pm[110]$ and for no other direction. This proves the claim.

There is a useful by-product. If $\mathbf q$ is normal to the axis $\boldsymbol\ell=(1,1,0)/\sqrt2$, then $(F\mathbf q)\cdot(F\boldsymbol\ell)=\mathbf q^TC\boldsymbol\ell=2\mathbf q\cdot\boldsymbol\ell=0$. End faces cut square to the wire stay square, so its final length is well defined.

**What happens to the cell.** The fcc lattice can be described by a body-centred tetragonal cell with edges $a/\sqrt2,\ a/\sqrt2,\ a$ along $[110],[1\bar10],[001]$. The stretches turn these into $a,\ a/\sqrt2,\ a/\sqrt2$. The long edge, which lay across the wire, now lies along it. The cell also rotates about $[1\bar10]$ by the angle $\theta$ between $\boldsymbol\ell$ and $F\boldsymbol\ell$. With $\boldsymbol\ell\cdot\mathbf n=\sqrt{2/3}$ and $\boldsymbol\ell\cdot\mathbf m=1/\sqrt3$,

$$\cos\theta=\frac{1+s(\boldsymbol\ell\cdot\mathbf n)(\boldsymbol\ell\cdot\mathbf m)}{\sqrt2}=\frac{4/3}{\sqrt2}=\frac{2\sqrt2}{3},\qquad\theta=19.47^\circ .$$

## 6. Does another twinning system give another answer?

There are four $\{111\}$ planes with three twinning directions each, twelve systems in all.

- Two planes, $(1\bar11)$ and $(\bar111)$, contain $[110]$. Their six systems leave the axis unchanged.
- On $(111)$, the system $[11\bar2]$ gives $\sqrt2$. For $[\bar211]$, $F(1,1,0)=(1,1,0)+\frac13(-2,1,1)=\frac13(1,4,1)$. Its squared length is $18/9=2$, as before, so the stretch is 1. Reflection turns it into $(-1,0,-1)$, still a $\langle110\rangle$ direction. Exchanging $x$ and $y$ gives the same result for $[1\bar21]$.
- The plane $(11\bar1)$ follows from $(111)$ by reversing $z$, which leaves $[110]$ alone.

Two systems thus take the axis to $\langle100\rangle$, both with stretch $\sqrt2$, and ten leave it $\langle110\rangle$ with stretch 1. Within single-system twinning, the final orientation fixes the length. Once ordinary slip is added it does not: slip can change the length without turning the lattice. Axial tension stresses four ordinary slip systems. If all four act equally, the axis also keeps its crystal direction; slip on only one of them turns the axis relative to the lattice.

**Why tension favours this path.** The Schmid factor, the resolved shear stress per unit axial stress, is $(\boldsymbol\ell\cdot\mathbf n)(\boldsymbol\ell\cdot\mathbf m)=\sqrt2/3=0.471$ for the twinning partial. Ordinary slip by $\frac a2[10\bar1]$ needs a second, trailing partial $\frac a6[2\bar1\bar1]$ on the same layer. Its factor is $\sqrt{2/3}\cdot1/\sqrt{12}=0.236$, half as large. Tension therefore pushes the leading partial harder. This does not prove that twinning must win, since nucleation barriers also count. In compression the partial $\frac a6[11\bar2]$ is pushed in the reversed sense, which Section 3 excluded as a twinning shear. Four other systems are then pushed in their twinning sense, with factor 0.236, but complete twinning in any one of them leaves the length unchanged.

## 7. Shape of the wire, and partial twinning

Let the wire have four $\{111\}$ side faces. In the cross-section, with $y$ along $[1\bar10]$ and $z$ along $[001]$, a face is the line $\sqrt2\,y+z=\text{const}$. The section is a rhombus with diagonals $D$ along $y$ and $\sqrt2D$ along $z$.

Twinning leaves $y$ alone and shrinks $z$ by $1/\sqrt2$. Both diagonals become $D$, and the section is a square of side $D/\sqrt2$. Its diagonals lie along the short edges of the tetragonal cell, which are $\langle110\rangle$ directions of the twin. The faces, at $45^\circ$ to them, are $\{100\}$. For initial length $L$:

$$\text{section: }\frac{D^2}{\sqrt2}\to\frac{D^2}{2},\qquad \text{side area: }4\cdot\frac{\sqrt3}{2}D\,L\to4\cdot\frac{D}{\sqrt2}\cdot\sqrt2L=4DL .$$

The section falls by $1/\sqrt2$, which conserves volume, and the side area grows by $2/\sqrt3=1.155$.

Suppose now that a fraction $f$ of the original length has twinned, as one block. The length measured along the wire grows by

$$1+f(\sqrt2-1).$$

Twin and parent meet at the angle $\theta$, so the straight distance between the ends grows less:

$$|(1-f)\boldsymbol\ell+fF\boldsymbol\ell|=\sqrt{1+2fs(\boldsymbol\ell\cdot\mathbf n)(\boldsymbol\ell\cdot\mathbf m)+f^2s^2(\boldsymbol\ell\cdot\mathbf n)^2}=\sqrt{1+\tfrac{2f}{3}+\tfrac{f^2}{3}} .$$

Both give 1 at $f=0$ and $\sqrt2$ at $f=1$. At $f=1/2$ they are 1.207 and 1.190. For small $f$ the end-to-end strain is $f/3$. Carried on to $f=1$, this would give $1/3$ instead of 0.414; the higher orders in $f$ supply the rest.

## 8. Worked example: a gold wire

The wire has $L=500$ nm and $D=20$ nm. The material inputs are rough typical values for gold: $a=0.41$ nm; $C_{11},C_{12},C_{44}=190,160,42$ GPa; surface energies 1.3 J/m² for $\{111\}$ and 1.5 J/m² for $\{100\}$; surface stress 1.5 N/m; linear expansion $1.4\times10^{-5}$ K⁻¹. The nominal tensile stress, force over initial section, is set to 0.5 GPa.

The ideal final length is $500\sqrt2=707.1$ nm. One layer is crossed per repeat $a/\sqrt2$ along the axis, so $500\sqrt2/0.41$, or about 1700, layers must twin. The section falls from 282.8 to 200.0 nm², a square of side 14.1 nm.

The following corrections are relative to the final length.

**Elastic strain under load.** The thinner twin carries $0.5\sqrt2=0.707$ GPa. Its Young modulus along $\langle100\rangle$ is $(C_{11}-C_{12})(C_{11}+2C_{12})/(C_{11}+C_{12})=43.7$ GPa, so linear elasticity makes it longer by $0.707/43.7=1.6\,\%$ while loaded. At strains this large the linear value is only an estimate.

**Surface stress.** Let the surface stress be $g$, isotropic and equal on all faces. For any small strain, the surface work plus the work of the mean bulk stress must vanish. For a square wire of side $w$, an axial strain changes the side area per length by $4w$ times the strain, so the mean axial stress is $-4wg/w^2=-4g/w$. A strain along either side direction widens two of the four faces, giving a mean transverse stress $-2g/w$. With $w=14.14$ nm these are $-0.424$ and $-0.212$ GPa (1 N/m divided by 1 nm is 1 GPa). Poisson's ratio for this axis is $\nu=C_{12}/(C_{11}+C_{12})=0.457$, hence

$$\varepsilon=\frac{-0.424+2\nu(0.212)}{43.7}=-\frac{0.424\,(1-0.457)}{43.7}=-0.53\,\% .$$

The same balance for the rhombic $\langle110\rangle$ wire gives $-0.19\,\%$. Since both lengths shrink, the final length for a given measured initial length changes by $-0.33\,\%$. The correction is proportional to $g$, and surface stresses of gold faces can be larger than assumed here and differ from face to face: with 2.8 N/m on $\{111\}$ and 4.6 N/m on $\{100\}$ it becomes about $-1.3\,\%$.

**Flat clamps.** Twin planes are inclined, and those that run into a clamp are taken to be blocked. Across the long diagonal such a plane rises along the axis by $\sqrt2D(1/\sqrt3)/\sqrt{2/3}=D=20$ nm. The wedge left at each end has half this as its mean length, 10 nm. Then $f=1-20/500=0.96$, and the stretch along the wire is $1+0.96\times0.4142=1.398$, a change of $-1.2\,\%$.

**Heating.** Cubic expansion is isotropic and cancels at equal temperatures. If the second measurement is made 100 K hotter, it adds 0.14 %.

**Ordinary slip.** One step $\frac a2[10\bar1]$ in the parent lengthens the wire by $a/(2\sqrt2)=0.145$ nm. If the wire then twins completely, this gain is stretched by $\sqrt2$ like the rest of the wire, so each step adds the fraction $0.145/500$ to the final length. About 35 such steps would add 1 %.

**Sideways motion.** If the untwinned ends keep their direction and the twinned part stays straight, they must shift sideways by $fL\sqrt2\sin\theta=0.96\times500\times0.471=226$ nm. This is far larger than the wire's thickness. Along the original axis they then move apart by only $fL(\sqrt2\cos\theta-1)=fL/3=160$ nm. A loaded wire this slender does not stay straight, even if the grips are free to slide sideways. With $I=w^4/12=3333$ nm⁴ and the force $P=0.5\times282.8=141$ nN, the bending length $\sqrt{EI/P}$ is only 32 nm. The twinned part therefore bends near its ends and lines up with the pull. For a fully twinned elastic wire the offset falls to about 22 nm and the travel along the pull is about $0.41L$. The peak bending strain near the ends is then about 10 %, beyond linear elasticity, so local slip or detwinning is likely there. Grips held on one line also force the wire to turn or bend near its ends.

## 9. Will it stay long, and how does this compare with real wires?

The stretch is geometry; whether it persists on unloading is a matter of energy. The tensile work just pays for the new surface when

$$\sigma\frac{D^2}{\sqrt2}(\sqrt2-1)L=4DL\,\gamma_{100}-2\sqrt3DL\,\gamma_{111}.$$

Per unit length the right side is $80\times1.5-69.3\times1.3\approx29.9$, and the factor of $\sigma$ is $282.8\times0.4142\approx117.1$, so $\sigma\approx0.26$ GPa. This is a small difference of two large terms: a change of 0.1 J/m² in either surface energy moves it by 0.06 to 0.07 GPa, so it is only a rough estimate. It also assumes that the wire can turn into the line of pull. A rigid wire whose ends kept their direction and slid sideways would travel only $L/3$ along the pull, with a balance stress of about 0.32 GPa; the slender wire of Section 8 bends into line under such a load, and its balance stress stays near 0.26 GPa. Below the balance stress for the grips in use, surface energy favours the return of a fully twinned wire to $\langle110\rangle$. Lattice friction and the nucleation barrier may still hold the twin in place. The balance stress varies as $1/D$, so it doubles for a wire half as thick and vanishes for a thick one. Edge energies, the energy of the twin boundaries and elastic energy are left out.

Large elongation of thin gold $\langle110\rangle$ wires by twin propagation has been observed in tensile experiments. The inputs above are illustrative and do not describe a particular experiment. One assumption that can fail in a real wire is complete twinning in one system. Blocked ends cost about 1 % here, whereas a wire that breaks or starts to slip when half twinned has reached a stretch of only about 1.2. For planning, $\sqrt2$ is thus the target for the ratio of final to initial grip distance when the wire twins completely, with corrections of one or two per cent at this size and load. The travel along the pulling line is 41.4 % of the initial length if the wire can turn into that line. If the grips slide sideways, the ends keep their direction and the wire stays straight, the travel along the original axis is only about a third of the initial length; this needs a wire not much longer than its bending length $\sqrt{EI/P}$, which for the wire of Section 8 means almost no load. The remaining digits are in the numerical output.

## Calculated quantities

```
Twinning shear s: 0.707107 (dimensionless)
Principal stretches: 1.414214 1.000000 0.707107
Largest stretch over atom pairs: 1.414214
Axis rotation and kink: 19.47 degrees
Nearest, second neighbours after twinning: 12 6
Nearest distance after reversed shear: 0.5774 a
Twinning systems: total, to <100>, still <110>: 12 2 10
Schmid factor, leading partial: 0.4714
Schmid factor, trailing partial: 0.2357
Half twinned: path stretch: 1.2071
Half twinned: end-to-end stretch: 1.1902
Gold wire; material inputs are rough typical values
Input lattice edge: 0.41 nm
Input wire length: 500 nm
Input short diagonal: 20 nm
Long diagonal: 28.28 nm
Input C11, C12, C44: 190, 160, 42 GPa
Input {111} surface energy: 1.3 J/m^2
Input {100} surface energy: 1.5 J/m^2
Input surface stress: 1.5 N/m
Input nominal tensile stress: 0.5 GPa
Input linear expansion coefficient: 1.4e-05 1/K
Input heating between measurements: 100 K
Final ideal length: 707.1 nm
Ideal elongation: 41.42 %
Twinned {111} layers, about: 1725
Initial cross-section: 282.8 nm^2
Final cross-section: 200.0 nm^2
Final square side: 14.14 nm
Side-area ratio: 1.1547
Young modulus along <110>: 82.2 GPa
Young modulus along <100>: 43.7 GPa
True stress in loaded twin: 0.707 GPa
Elastic strain of loaded twin: 1.62 %
Surface-stress strain, <110> wire: -0.19 %
Surface-stress strain, <100> wire: -0.53 %
Surface-stress change of final length: -0.33 %
Mean unswept length at each clamp: 10.0 nm
Swept fraction with flat clamps: 0.960
Path stretch with flat clamps: 1.3976
Clamp change of final length: -1.17 %
Sideways offset of unrotated ends: 226.3 nm
Thermal change of final length: 0.14 %
Axial gain of one ordinary slip step: 0.145 nm
Nominal stress balancing surface energy: 0.255 GPa
```
